Depinning a Domain Wall from an Abrupt Track Opening

PROBLEM

A thin magnetic film, magnetized perpendicular to its plane, is patterned into a straight track of width w = 100 nm. At one end the track opens abruptly into a wide pad, whose edges run at right angles to the track. A domain wall has been driven to the mouth of the track. Its energy per unit area is σ = 12 mJ/m², and the saturation magnetization is M_s = 8 × 10⁵ A/m. A perpendicular field now pushes the wall towards the pad.

(a) Find the shape of the wall while its ends are held at the two corners.

(b) Find the field at which the wall leaves the track.

(c) Describe the wall in a field of 120 mT.

The field is given as B, the flux density μ₀H of the applied field. Neglect dipolar forces, defects and thermal motion. Treat the wall as thin compared with w, with an energy σ that does not depend on its direction in the plane.

HINTS

Hint 1. Seen from above, the wall is a line. Write the energy per unit film thickness as a cost proportional to its length and a gain proportional to the area it has swept. By how much does the magnetization change when it reverses?

Hint 2. Push a small piece of a curved wall outwards. Compare the added length with the added area.

Hint 3. A circular arc must pass through two corners a distance w apart. What is the smallest radius it can have?

Hint 4. Ask in which direction the wall pulls on its own end at a corner. Can the end slide back into the track? Can it slide outwards along the pad edge?

FULL SOLUTION

Energy of the wall

Place the mouth of the track on the line x = 0, with corners at y = +w/2 and y = −w/2. The track lies at x < 0 and the pad at x > 0. The domain behind the wall is magnetized along the field, and the domain in front of it against the field.

In the applied field, a magnetization component M along B has energy density −MB. When the wall passes a point, M changes from −M_s to +M_s there, and the energy density changes by

(−M_s B) − (+M_s B) = −2M_s B.

This is the origin of the factor 2. Let L be the length of the wall line and A the area swept beyond the mouth. For film thickness t, the energy is

E/t = σL − 2M_s B A.

Inside the straight track, a flat wall keeps the length w wherever it stands. Moving it forward costs nothing and gains field energy, so without defects any positive field brings it to the mouth. Beyond the mouth the wall must lengthen to advance, and this holds it back.

(a) Shape of the held wall

Take a piece of wall with radius of curvature R that spans a small angle dα. Its length is R dα. If it moves outwards by a small distance δ, its length becomes (R + δ) dα. The changes are

dL = δ dα,
dA = R δ dα,

where the area is taken to first order in δ. Hence dL = dA/R. If δ varies along the wall, the extra length due to tilting is of second order, so the relation still holds for each piece. The energy change is

dE/t = (σ/R − 2M_s B) dA.

In equilibrium this must vanish for a displacement of any piece, which gives

σ/R = 2M_s B,
R = σ/(2M_s B).

The left side of the first equation is the inward pressure of the wall tension, and the right side is the outward pressure of the field. Since σ, M_s and B are uniform, R is the same all along the wall. The held wall is therefore a circular arc. At zero field R is infinite and the wall is flat.

Let φ be half the angle that the arc spans at its centre. Half of its chord is w/2, so

sin φ = w/(2R).

The centre of the arc lies a distance R cos φ behind the mouth, and the tip lies a distance R in front of the centre. The bulge height is therefore

s = R − R cos φ = R − √(R² − w²/4).

(b) Depinning field

Because sin φ cannot exceed 1, the equation for φ requires R ≥ w/2. A stronger field demands a smaller radius, until the arc is a semicircle with R = w/2. It remains to be shown that the ends stay at the corners up to this point, and that nothing stops the wall afterwards.

At the upper corner, the wall pulls on its end along its own tangent, towards the interior of the arc. This direction has the components

(sin φ, −cos φ).

The end could move back along the track edge, in the direction −x. The pull along −x is −sin φ, which is not positive, so the wall does not draw its end back. The end could also move outwards along the pad edge, in the direction +y. The pull along +y is −cos φ, which is negative for φ < 90°, so this motion is resisted. The corner therefore holds the end for every φ between 0 and 90°. At 90° the resistance vanishes and the end is free to slide along the pad edge. By symmetry the same is true at the lower corner.

For this right-angled opening, the end becomes free just when the arc reaches its smallest radius. After that, the wall can grow as a semicircle of radius r > w/2 that meets the pad edge at right angles. Its length is πr and its swept area is πr²/2, so

E/t = πσr − πM_s B r²,
d(E/t)/dr = πσ − 2πM_s B r.

The energy falls with growing r when B > σ/(2M_s r). This required field is largest at the smallest radius, r = w/2, and decreases as the semicircle grows. Once released, the wall runs away into the pad. Putting R = w/2 into the pressure balance gives the depinning field:

2σ/w = 2M_s B_dep,
B_dep = σ/(M_s w).

The thickness has cancelled, because both energies are proportional to it. For the units, J/m² divided by (A/m) × m gives J/(A m²), which is the tesla. With the data,

B_dep = (12 × 10⁻³ J/m²) / (8 × 10⁵ A/m × 100 × 10⁻⁹ m)
= 0.012/0.080 T
= 0.150 T = 150 mT.

As a check of the arithmetic, the two pressures at the semicircle must be equal:

σ/R = 0.012/(50 × 10⁻⁹) J/m³ = 240 kJ/m³,
2M_s B = 2 × 8 × 10⁵ × 0.150 J/m³ = 240 kJ/m³.

The maximum can also be found without using the curvature formula. Lengths and areas were measured numerically along the sequence of held arcs and growing semicircles, and the required field was taken as σ/(2M_s) times the ratio of the increments of L and A. It peaks at 150.0 mT, where the bulge height is 0.997 of the half width. This is the semicircle to within the sampling of the path.

(c) The wall at 120 mT

The radius is

R = 0.012/(2 × 8 × 10⁵ × 0.120) m = 62.5 nm.

Then sin φ = 50/62.5 = 0.80, so cos φ = 0.60 and φ = 53°. The bulge height is

s = 62.5 nm − 0.60 × 62.5 nm = 25 nm.

At 80% of the depinning field, the tip has moved half of the 50 nm that it reaches at the semicircle. The bulge grows rapidly near the end of the field range. As a test of the arc shape, a wall made of short straight segments, with fixed ends and no prescribed shape, was relaxed from the flat shape to the nearest energy minimum at 120 mT. This minimum is a local one, since a very large bulge has a lower energy still. Its bulge height is 24.98 nm, against 25.00 nm from the formula.

How far the answer can be trusted

The data lie in the regime of thin cobalt/platinum-type films. To size what was neglected, take as rough values a thickness of 1 nm and an exchange stiffness A_ex = 15 pJ/m. For a wall with σ = 4√(A_ex K), the effective anisotropy is

K = σ²/(16A_ex) = 0.60 MJ/m³,

and the wall width parameter is √(A_ex/K) = 5 nm. This is a tenth of the semicircle radius, so the wall is narrow but not a line. The anisotropy field 2K/M_s is 1500 mT, ten times the depinning field, so in this model the domain in front of the wall does not reverse by uniform rotation first.

Finite wall width was examined by letting the magnetization turn smoothly through the wall in the same opening, with the in-plane direction of the turning fixed and dipolar forces still left out apart from their part in K. The field was raised in steps of 1% of B_dep. The wall first escaped at 0.93 B_dep, or 140 mT. Each field was applied for a limited time only, and just above the threshold the wall moves very slowly, so the search finds the escape slightly late. The result also depends on the grid. The largest field at which a held equilibrium exists is 0.917 B_dep on a grid spacing of half the wall width parameter, and 0.913 B_dep, or 137 mT, on a grid three times finer. The thin-wall formula is thus about 9% of its own value too high for these parameters.

At the tip of the semicircle, dipolar forces also help the wall to advance, because the film's own stray field there points along the applied field. It is 8.0 mT if smoothed over 5 nm and 5.8 mT if smoothed over 10 nm, or about 4 to 5% of 150 mT. The stray field varies along the wall and is weaker on the flanks than at the tip. With the 5 nm smoothing it turns slightly against the applied field, by about 1 mT, a few nanometres from the corners; with the 10 nm smoothing it does not. The estimate at the tip therefore gives only a rough size of the effect and not a corrected depinning field.

Fabricated corners are not perfectly sharp. Let each corner be rounded with radius ρ. Where the edge has turned by an angle α from the track direction, half the opening is

h = w/2 + ρ(1 − cos α).

A free end meets the edge at right angles, so the arc has φ = α and R = h/sin α. The field needed to hold it in equilibrium there is

B = σ sin α/(2M_s h).

The wall escapes at the maximum of this field over α. Setting the derivative of sin α/h to zero gives

h cos α = ρ sin²α.

Inserting h and using sin²α + cos²α = 1 leaves

(w/2 + ρ) cos α = ρ.

With this value of cos α, the half opening becomes

h = (w/2 + ρ) − ρ cos α = (w/2 + ρ)(1 − cos²α) = (w/2 + ρ) sin²α.

Therefore

sin α/h = 1/[(w/2 + ρ) sin α] = 1/√[(w/2 + ρ)² − ρ²] = 1/√(w²/4 + wρ),

and the escape field is

B = B_dep/√(1 + 4ρ/w).

For ρ = 0 the earlier result returns. For an assumed rounding of 10 nm, the factor is 1/√1.4 = 0.85, and the field falls to about 127 mT. In this thin-wall model, a rounding radius of only a tenth of the track width matters more than the finite wall width found above.

Real films also contain defects that pin the wall, which can raise the field needed to move it. Interfacial chiral exchange can change the wall energy and make it depend on the wall's structure. Neither is sized here. If σ is changed by a given fraction while M_s and w are held fixed, the thin-wall B_dep changes by the same fraction. The corrections above were found one at a time, and they need not simply add.

VARIATION 1: RELEASE BY HEAT

The film is 1 nm thick and is kept at 300 K. Below B_dep, how high is the energy barrier that holds the wall? At what field does the wall escape after a mean time of 1 s, if it attempts to escape at a rough rate of 10⁹ per second? Use the thin-wall model with sharp corners.

Solution. At a given field, the radius R = σ/(2M_s B) describes two equilibrium shapes. One is the held arc. The other is a semicircle of radius R > w/2 whose ends lie on the pad edge. It may sit off centre as long as it still covers the mouth, because a sideways shift changes neither its length nor its swept area. The second is a maximum of the energy with respect to its radius, as the derivative in part (b) shows. It is the top of the barrier.

For the held arc, the length and area are

L = 2Rφ,
A = R²φ − R² sin φ cos φ.

The area is a circular sector minus the triangle between its centre and the chord. Using 2M_s B = σ/R,

E_arc/t = 2σRφ − σR(φ − sin φ cos φ)
= σR(φ + sin φ cos φ).

For the semicircle,

E_top/t = πσR − (σ/R)(πR²/2) = πσR/2.

The barrier is the difference:

ΔE = tσR(π/2 − φ − sin φ cos φ).

At 120 mT, R = 62.5 nm and φ = 0.927 rad, so

tσR = 10⁻⁹ × 0.012 × 62.5 × 10⁻⁹ J = 7.5 × 10⁻¹⁹ J,
ΔE = 7.5 × 10⁻¹⁹ × (1.571 − 0.927 − 0.480) J ≈ 1.23 × 10⁻¹⁹ J.

This is 29.6 kT at 300 K. The same value follows from the numerically measured lengths and areas along the escape path.

With a mean waiting time τ = exp(ΔE/kT)/f and attempt rate f, a time of 1 s requires

ΔE = kT ln(10⁹) = 20.7 kT.

Solving the barrier formula for the field gives 126 mT. Heat thus lowers the field by 24 mT, or 16% of B_dep, for this waiting time. At 120 mT the mean waiting time is already about 7 × 10³ s, roughly two hours. These figures belong to the thin-wall model, and the waiting time is exponentially sensitive to it. With a smoothly turning magnetization and a wall width parameter of 5 nm, the barrier at 120 mT is only about 18 kT, the waiting time about 0.1 s, and the field for escape in 1 s about 119 mT.

The barrier vanishes at B_dep in a definite way. Put ε = π/2 − φ, so that cos ε = B/B_dep. The bracket becomes ε − (1/2) sin 2ε, which is approximately 2ε³/3 for small ε. In the same limit ε² ≈ 2(1 − B/B_dep) and R ≈ w/2, hence

ΔE ≈ (2√2/3) tσw (1 − B/B_dep)^(3/2).

At 120 mT this gives 1.0 × 10⁻¹⁹ J, about 17% below the full formula, so the limit is no more than a rough guide there. Unlike the depinning field at zero temperature, the barrier depends on thickness. At fixed σ, M_s, w and B, a film twice as thick has twice the barrier, as long as the wall moves as one through the thickness.

VARIATION 2: A TRACK OF HALF THE WIDTH

The track is narrowed to 50 nm, while σ, M_s and the exchange stiffness are held fixed. What is the depinning field, and is the thin-wall formula as good as before?

Solution. The smallest arc radius is now 25 nm. Halving w doubles the thin-wall field:

B_dep = 0.012/(8 × 10⁵ × 50 × 10⁻⁹) T = 0.300 T = 300 mT.

The wall width parameter is still 5 nm, so it has grown from a tenth to a fifth of the semicircle radius. The calculation with a smoothly turning magnetization, again with field steps of 1% of the thin-wall value, finds escape at 0.87 of that value:

0.87 × 300 mT = 261 mT.

The deficit found in this way is 13% of the thin-wall field, compared with 7% for the 100 nm track. Both figures are too small, because the stepped search finds the escape a little late and the grid is coarse. On a grid three times finer, held equilibria end at 0.854 of the thin-wall field for 50 nm and 0.913 for 100 nm, which are deficits of about 15% and 9%. That the deficit shrinks in the wider track is what one expects if the finite wall width causes it. Two widths do not establish a scaling law.

Narrowing the track from 100 to 50 nm therefore raises the escape field from 140 to 261 mT in the stepped search, or from 137 to 256 mT for the equilibrium limit on the finer grid, a factor of about 1.9 instead of 2. For a very wide track, the thin-wall field tends to zero as 1/w, and in a real film defects may then set the field at which the wall moves. For a track only a few wall widths across, the picture of a line with a fixed tension is no longer justified, and the magnetization must be calculated throughout the opening.

The numerical output below lists the main computed values for the solution and the variations.

Table of computed values

```
wall energy: 12.0 mJ/m2
saturation magnetization: 8.0e+05 A/m
track width: 100 nm
semicircle radius: 50 nm
field pressure 2 Ms B at depinning: 240.0 kJ/m3
wall pressure sigma/R at semicircle: 240.0 kJ/m3
depinning field, formula: 150.0 mT
depinning field, numerical path: 150.0 mT
bulge height / half width at peak: 0.997
intermediate field: 120 mT
arc radius at intermediate field: 62.5 nm
bulge height there, formula: 25.00 nm
bulge height there, free polygon: 24.98 nm
film thickness (rough): 1.0 nm
exchange stiffness (rough): 15 pJ/m
temperature: 300 K
attempt rate (rough): 1e+09 1/s
waiting time: 1 s
barrier at intermediate field, formula: 29.6 kT
barrier there, numerical path: 29.6 kT
barrier for the waiting time: 20.7 kT
thermally assisted depinning field: 125.7 mT
effective anisotropy: 0.60 MJ/m3
wall width parameter: 5.00 nm
anisotropy field: 1500 mT
diffuse-wall escape / formula, 100 nm track: 0.93
diffuse-wall escape field, 100 nm track: 140 mT
diffuse-wall escape / formula, 50 nm track: 0.87
field step of diffuse-wall search / formula: 0.01
outward stray field at tip, smoothing 5 nm: 8.0 mT
outward stray field at tip, smoothing 10 nm: 5.8 mT
```
